# Film thickness from the spacing of X-ray fringes: test program

```python
"""
Result under test: fringes of period dq in the scattering wave number
q = 4 pi sin(theta)/lambda imply a film thickness D = 2 pi/dq,
provided q is well above the critical value q_c of the film.
Otherwise q is replaced by q_f = sqrt(q^2 - q_c^2) inside the film.
Symbols: rho = electron density (nm^-3), r_e = classical electron radius (nm),
R = reflectivity, d = lattice plane spacing, N = number of planes.
Lengths are in nm and wave numbers in nm^-1 (angular, 2 pi/length).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.signal import find_peaks

r_e = physical_constants["classical electron radius"][0] * 1e9
pi = np.pi

# Inputs: the given period, and rough typical values for TiN on MgO
period = 0.20
wavelength = 0.154
a_film, a_sub = 0.424, 0.421
absorb_Ti, absorb_MgO = 1.8, 0.2      # imaginary scattering factors, electrons
thickness_spread = 0.5
resolution_deg = 0.01                 # standard deviation in 2 theta
expansion, cooling = 9e-6, 700.0      # 1/K and K

D = 2 * pi / period
rho_f = 4 * (22 + 7) / a_film**3
rho_s = 4 * (12 + 8) / a_sub**3
q_c = np.sqrt(16 * pi * r_e * rho_f)


def wave_numbers(q, film, sub):
    k0 = q / 2 + 0j
    k1 = np.sqrt(k0**2 - 4 * pi * r_e * film)
    k2 = np.sqrt(k0**2 - 4 * pi * r_e * sub)
    return k0, k1, k2


def solve_reflection(q, film, sub, thick):
    """Match wave and slope at both faces; unknowns r, a, b, t."""
    k0, k1, k2 = wave_numbers(q, film, sub)
    e = np.exp(1j * k1 * thick)
    m = np.zeros((len(q), 4, 4), complex)
    v = np.zeros((len(q), 4, 1), complex)
    m[:, 0, 0], m[:, 0, 1], m[:, 0, 2] = 1, -1, -1
    v[:, 0, 0] = -1
    m[:, 1, 0], m[:, 1, 1], m[:, 1, 2] = -k0, -k1, k1
    v[:, 1, 0] = -k0
    m[:, 2, 1], m[:, 2, 2], m[:, 2, 3] = e, 1 / e, -1
    m[:, 3, 1], m[:, 3, 2], m[:, 3, 3] = k1 * e, -k1 / e, -k2
    return np.linalg.solve(m, v)[:, 0, 0]


def maxima(x, y):
    """Positions of local maxima, refined by a parabola."""
    i = find_peaks(y)[0]
    left, mid, right = y[i - 1], y[i], y[i + 1]
    shift = 0.5 * (left - right) / (left - 2 * mid + right)
    return x[i] + shift * (x[1] - x[0])


def inside(q):
    return np.sqrt(q**2 - q_c**2)


q = np.linspace(0.9, 3.45, 5101)

# Geometry: q from the two wave vectors, and fringe spacing in angle
theta = np.arcsin(3.0 * wavelength / (4 * pi))
k = 2 * pi / wavelength
k_in = k * np.array([np.cos(theta), -np.sin(theta)])
k_out = k * np.array([np.cos(theta), np.sin(theta)])
assert abs(np.linalg.norm(k_out - k_in) - 3.0) < 1e-10
edges = np.array([3.0 - period / 2, 3.0 + period / 2])
two_theta = 2 * np.arcsin(edges * wavelength / (4 * pi))
angle_gap = np.degrees(two_theta[1] - two_theta[0])
angle_rule = np.degrees(wavelength * period / (2 * pi * np.cos(theta)))
assert abs(angle_gap / angle_rule - 1) < 1e-4

# Weak scattering: wave matching with densities scaled down by 10^4
weak = 1e-4
R_weak = abs(solve_reflection(q, weak * rho_f, weak * rho_s, D))**2
step = rho_f - rho_s
bracket = rho_f**2 + step**2 - 2 * rho_f * step * np.cos(q * D)
R_born = (4 * pi * r_e * weak)**2 * bracket / q**4
assert np.max(abs(R_weak / R_born - 1)) < 2e-3   # error is first order in weak
weak_gaps = np.diff(maxima(q, q**4 * R_weak))
assert len(weak_gaps) > 8
assert np.max(abs(weak_gaps - period)) < 1e-4
contrast = 2 * rho_f * step / (rho_f**2 + step**2)

# Full density: closed formula against wave matching
r_full = solve_reflection(q, rho_f, rho_s, D)
k0, k1, k2 = wave_numbers(q, rho_f, rho_s)
r01, r12 = (k0 - k1) / (k0 + k1), (k1 - k2) / (k1 + k2)
turn = np.exp(2j * k1 * D)
r_closed = (r01 + r12 * turn) / (1 + r01 * r12 * turn)
assert np.max(abs(r_full - r_closed)) < 1e-11

# Fringe positions; the slow change of the envelope shifts them slightly
peaks = maxima(q, q**4 * abs(r_full)**2)
odd = 2 * np.round((inside(peaks) * D / pi - 1) / 2) + 1
predicted = np.sqrt(q_c**2 + (odd * pi / D)**2)
peak_error = np.max(abs(peaks - predicted))
assert peak_error < 0.02 * period
D_naive = 2 * pi / np.diff(peaks)
D_fixed = 2 * pi / np.diff(inside(peaks))
assert np.max(abs(D_fixed / D - 1)) < 0.01
assert D_naive[0] / D > 1.05 and abs(D_naive[-1] / D - 1) < 0.02
mid_q = (peaks[1:] + peaks[:-1]) / 2
assert np.max(abs(D_naive / D * inside(mid_q) / mid_q - 1)) < 0.015

# Absorption: shift of the fringes and change of their spacing
film_abs = rho_f - 1j * 4 * absorb_Ti / a_film**3
sub_abs = rho_s - 1j * 4 * absorb_MgO / a_sub**3
r_abs = solve_reflection(q, film_abs, sub_abs, D)
peaks_abs = maxima(q, q**4 * abs(r_abs)**2)
assert len(peaks_abs) == len(peaks)
abs_shift = np.max(abs(peaks_abs - peaks))
abs_gap = np.max(abs(np.diff(peaks_abs) - np.diff(peaks)))
assert abs_gap < 0.01 * period

# Bragg fringes: explicit sum over planes
d = a_film / 2
N = int(round(D / d))
q_bragg = 2 * pi / d
x = np.linspace(-0.9, 0.9, 12001)
amp = np.zeros(len(x), complex)
for n in range(N):
    amp += np.exp(1j * (q_bragg + x) * n * d)
laue = abs(amp)**2
zeros = maxima(x, -laue)
zero_gaps = np.sort(np.diff(zeros))
unit = 2 * pi / (N * d)
assert len(zeros) == 8
assert np.max(abs(zero_gaps[:-1] - unit)) < 1e-3 * unit
assert abs(zero_gaps[-1] - 2 * unit) < 1e-3 * unit
tops = maxima(x, laue)
side = tops[tops > 0.5 * unit]
side_gap = side[1] - side[0]
assert side_gap > 1.01 * unit
sub_offset = 4 * pi / a_sub - 4 * pi / a_film

# Gaussian blurring of the fringe term, by quadrature
def blurred(u):
    weight = np.exp(-u**2 / 2) / np.sqrt(2 * pi)
    return weight * np.cos(3.0 * (D + thickness_spread * u))


average = quad(blurred, -9, 9, epsabs=1e-12, limit=200)[0]
damp_spread = np.exp(-(3.0 * thickness_spread)**2 / 2)
assert abs(average - damp_spread * np.cos(3.0 * D)) < 1e-9
w = k * np.cos(theta) * np.radians(resolution_deg)
damp_res = np.exp(-(D * w)**2 / 2)

print(f"Given fringe period in q: {period:.2f} nm^-1")
print(f"Thickness 2 pi/period: {D:.2f} nm")
print(f"Thickness for period 0.205: {2*pi/0.205:.1f} nm")
print(f"Thickness for period 0.195: {2*pi/0.195:.1f} nm")
print(f"If period were in q/(2 pi): {1/period:.1f} nm")
print(f"If period were in q/2: {pi/period:.1f} nm")
print(f"X-ray wavelength (rough): {wavelength:.3f} nm")
print(f"2 theta at q = 3 nm^-1: {np.degrees(2*theta):.2f} deg")
print(f"Fringe spacing in 2 theta there: {angle_gap:.3f} deg")
print(f"Lattice constant TiN (rough): {a_film:.3f} nm")
print(f"Lattice constant MgO (rough): {a_sub:.3f} nm")
print(f"Electron density TiN: {rho_f:.0f} nm^-3")
print(f"Electron density MgO: {rho_s:.0f} nm^-3")
print(f"Classical electron radius: {r_e:.4e} nm")
print(f"Critical q_c of TiN: {q_c:.3f} nm^-1")
print(f"Weak-scattering fringe contrast: {contrast:.2f}")
print(f"Weak-scattering mean period: {weak_gaps.mean():.4f} nm^-1")
print("Simulated film, full density, D as above:")
print(f" lowest pair of maxima: {peaks[0]:.3f}, {peaks[1]:.3f} nm^-1")
print(f"  uncorrected thickness: {D_naive[0]:.1f} nm")
print(f"  corrected thickness: {D_fixed[0]:.1f} nm")
print(f" highest pair of maxima: {peaks[-2]:.3f}, {peaks[-1]:.3f} nm^-1")
print(f"  uncorrected thickness: {D_naive[-1]:.1f} nm")
print(f"  corrected thickness: {D_fixed[-1]:.1f} nm")
print(f" largest error of maximum rule: {peak_error:.4f} nm^-1")
print("Thickness implied by the given period, refraction included:")
for centre in (1.0, 2.0, 3.0):
    lo, hi = centre - period / 2, centre + period / 2
    implied = 2 * pi / (inside(hi) - inside(lo))
    print(f" mean q = {centre:.0f} nm^-1: {implied:.1f} nm")
print(f"Absorption factor Ti (rough): {absorb_Ti:.1f} electrons")
print(f"Absorption factor MgO (rough): {absorb_MgO:.1f} electrons")
print(f"Absorption, largest fringe shift: {abs_shift:.4f} nm^-1")
print(f"Absorption, largest spacing change: {abs_gap:.5f} nm^-1")
print(f"Thickness spread (rough): {thickness_spread:.1f} nm")
print(f" fringe term at q = 3 nm^-1 times: {damp_spread:.2f}")
print(f"Resolution in 2 theta (rough): {resolution_deg:.2f} deg")
print(f" equivalent spread in q: {w:.4f} nm^-1")
print(f" fringe term times: {damp_res:.3f}")
print(f"Expansion coefficient (rough): {expansion:.1e} 1/K")
print(f"Cooling after growth (rough): {cooling:.0f} K")
print(f" thickness change on cooling: {-D*expansion*cooling:.2f} nm")
print(f"TiN (002) plane spacing: {d:.3f} nm")
print(f"Number of planes N: {N}")
print(f"N times spacing: {N*d:.2f} nm")
print(f"Bragg peak at q: {q_bragg:.2f} nm^-1")
print(f"Gap between neighbouring zeros: {zero_gaps[0]:.4f} nm^-1")
print(f"Gap across main peak: {zero_gaps[-1]:.4f} nm^-1")
print(f"Gap of first two side maxima: {side_gap:.4f} nm^-1")
print(f"MgO peak minus TiN peak: {sub_offset:.2f} nm^-1")
print("all tests passed")
```

It prints:

```
Given fringe period in q: 0.20 nm^-1
Thickness 2 pi/period: 31.42 nm
Thickness for period 0.205: 30.6 nm
Thickness for period 0.195: 32.2 nm
If period were in q/(2 pi): 5.0 nm
If period were in q/2: 15.7 nm
X-ray wavelength (rough): 0.154 nm
2 theta at q = 3 nm^-1: 4.21 deg
Fringe spacing in 2 theta there: 0.281 deg
Lattice constant TiN (rough): 0.424 nm
Lattice constant MgO (rough): 0.421 nm
Electron density TiN: 1522 nm^-3
Electron density MgO: 1072 nm^-3
Classical electron radius: 2.8179e-06 nm
Critical q_c of TiN: 0.464 nm^-1
Weak-scattering fringe contrast: 0.54
Weak-scattering mean period: 0.2000 nm^-1
Simulated film, full density, D as above:
 lowest pair of maxima: 1.011, 1.193 nm^-1
  uncorrected thickness: 34.6 nm
  corrected thickness: 31.3 nm
 highest pair of maxima: 3.135, 3.332 nm^-1
  uncorrected thickness: 31.7 nm
  corrected thickness: 31.4 nm
 largest error of maximum rule: 0.0013 nm^-1
Thickness implied by the given period, refraction included:
 mean q = 1 nm^-1: 27.8 nm
 mean q = 2 nm^-1: 30.6 nm
 mean q = 3 nm^-1: 31.0 nm
Absorption factor Ti (rough): 1.8 electrons
Absorption factor MgO (rough): 0.2 electrons
Absorption, largest fringe shift: 0.0039 nm^-1
Absorption, largest spacing change: 0.00011 nm^-1
Thickness spread (rough): 0.5 nm
 fringe term at q = 3 nm^-1 times: 0.32
Resolution in 2 theta (rough): 0.01 deg
 equivalent spread in q: 0.0071 nm^-1
 fringe term times: 0.975
Expansion coefficient (rough): 9.0e-06 1/K
Cooling after growth (rough): 700 K
 thickness change on cooling: -0.20 nm
TiN (002) plane spacing: 0.212 nm
Number of planes N: 148
N times spacing: 31.38 nm
Bragg peak at q: 29.64 nm^-1
Gap between neighbouring zeros: 0.2003 nm^-1
Gap across main peak: 0.4005 nm^-1
Gap of first two side maxima: 0.2060 nm^-1
MgO peak minus TiN peak: 0.21 nm^-1
all tests passed
```
